# The p² configuration between LS and jj coupling, carbon to lead

## Problem

Two equivalent p electrons outside closed shells repel each other and feel a spin-orbit interaction. Assume one common radial function, no mixing with other configurations, and the Hamiltonian

\[
H=V_{12}+\zeta\,h,\qquad h=\mathbf l_1\cdot\mathbf s_1+\mathbf l_2\cdot\mathbf s_2,\qquad \zeta>0,
\]

with angular momenta in units of \(\hbar\). The Coulomb repulsion \(V_{12}\) is described by the Slater integrals \(F^0\) and \(F^2\). Put \(F_2=F^2/25\) and \(\chi=\zeta/F_2\), and measure energies from the common shift \(F^0\).

(a) Find the Coulomb energies of the terms ³P, ¹D and ¹S.

(b) Construct the matrices of \(H\) for \(J=0\) and \(J=2\), and the single energy for \(J=1\).

(c) Diagonalize them. Find the weight of ³P in the lower state of each \(J\), and examine small and large \(\chi\).

(d) Call an atom LS-like, for a given \(J\), if its lower state overlaps more strongly with its LS limit (\(\chi\to0\)) than with its jj limit (\(\chi\to\infty\)). Find the value of \(\chi\) at which this changes.

(e) Place the five atoms below, and work out the levels of lead.

| Atom | \(F_2\) (cm⁻¹) | \(\zeta\) (cm⁻¹) |
|---|---|---|
| C | 1960 | 46.3 |
| Si | 1358 | 168 |
| Ge | 1344 | 992 |
| Sn | 1232 | 2360 |
| Pb | 1189 | 7641 |

These parameters come from spherical, configuration-averaged Dirac–Kohn–Sham calculations with exchange-only local density approximation and a point nucleus. Here \(\zeta=\tfrac23(\varepsilon_{3/2}-\varepsilon_{1/2})\) is taken from the valence p orbital energies, and \(F^2\) from the valence p density averaged over \(j\) with weights 1/3 and 2/3.

## Solution

### (a) Coulomb energies

The repulsion has the multipole expansion \(\sum_k (r_<^k/r_>^{k+1})P_k(\cos\omega)\), where \(\omega\) is the angle between the unit vectors \(\mathbf n_1\) and \(\mathbf n_2\). A product of two p functions has even parity and contains no multipole above \(k=2\). So \(k=0\) and \(k=2\) survive: the first gives the shift \(F^0\), the second gives \(F^2P_2(\cos\omega)\).

Define \(t_{ab}=n_an_b-\tfrac13\delta_{ab}\). Since \(\sum_{ab}t_{ab}(1)t_{ab}(2)=(\mathbf n_1\cdot\mathbf n_2)^2-\tfrac13\),

\[
P_2(\cos\omega)=\tfrac32(\mathbf n_1\cdot\mathbf n_2)^2-\tfrac12=\tfrac32\sum_{ab}t_{ab}(1)\,t_{ab}(2).
\]

Use the Cartesian p functions \(|i\rangle=\sqrt{3/4\pi}\,n_i\). The average of \(n_in_jn_an_b\) over the sphere is \(\tfrac1{15}(\delta_{ij}\delta_{ab}+\delta_{ia}\delta_{jb}+\delta_{ib}\delta_{ja})\), so \(\langle i|n_an_b|j\rangle\) is three times this. Subtracting \(\tfrac13\delta_{ab}\delta_{ij}\) gives, within the p shell,

\[
t_{ab}=\tfrac15\big(|a\rangle\langle b|+|b\rangle\langle a|\big)-\tfrac2{15}\delta_{ab}.
\]

Now multiply two such operators and sum over \(a,b\). Two operators appear:

\[
K=\sum_{ab}|aa\rangle\langle bb|,\qquad X=\sum_{ab}|ab\rangle\langle ba|,
\]

where \(X\) exchanges the two orbitals. The product of the first parts gives \(\tfrac1{25}(2K+2X)\). Each of the two cross terms gives \(-\tfrac2{15}\cdot\tfrac15\cdot2=-\tfrac4{75}\), and the product of the constants gives \(3\cdot\tfrac4{225}=\tfrac4{75}\). Hence

\[
\sum_{ab}t_{ab}(1)t_{ab}(2)=\tfrac2{25}(K+X)-\tfrac4{75}.
\]

Multiplying by \(\tfrac32F^2=\tfrac32\cdot25F_2\),

\[
V_{12}=F_2\,[\,3(K+X)-2\,].
\]

The state \(\sum_a|aa\rangle\) is rotationally invariant, so it has \(L=0\). On it \(K=3\), and \(K\) vanishes on every orbital state orthogonal to it. The six symmetric orbital states contain \(L=0\) and \(L=2\); the three antisymmetric ones form \(L=1\). Total antisymmetry pairs a symmetric orbital part with the spin singlet and an antisymmetric one with the triplet. Therefore

- ¹S: \(K=3,\ X=1\), energy \(10F_2\);
- ¹D: \(K=0,\ X=1\), energy \(F_2\);
- ³P: \(K=0,\ X=-1\), energy \(-5F_2\).

### (b) The matrices

Write the spin-orbit operator as

\[
h=\tfrac12\mathbf L\cdot\mathbf S+\tfrac12(\mathbf l_1-\mathbf l_2)\cdot(\mathbf s_1-\mathbf s_2).
\]

The difference \(\mathbf s_1-\mathbf s_2\) changes sign when the spins are exchanged, so the second part connects triplet with singlet and has no element within either. The diagonal elements come from the first part. They vanish for the singlets, and for ³P they are

\[
\tfrac12\langle\mathbf L\cdot\mathbf S\rangle=\tfrac14[J(J+1)-4]=-1,\ -\tfrac12,\ +\tfrac12\qquad(J=0,1,2).
\]

The off-diagonal elements follow from the eigenvalues of \(h\), which are known in jj coupling. For one electron \(\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-\tfrac{11}4]\), which is \(-1\) for \(j=\tfrac12\) and \(+\tfrac12\) for \(j=\tfrac32\). The antisymmetric pairs are

- \((\tfrac12)^2\), with \(J=0\) and \(h=-2\);
- \((\tfrac12,\tfrac32)\), with \(J=1,2\) and \(h=-\tfrac12\);
- \((\tfrac32)^2\), with \(J=0,2\) and \(h=1\).

Their dimensions \(1+8+6\) add up to the 15 states of p². Let \(b\) be the off-diagonal element of \(h\).

For \(J=0\), the determinant in the LS basis is \((-1)(0)-b^2\), and the product of the eigenvalues is \((-2)(1)\). So \(b^2=2\). The trace agrees: \(-1=-2+1\).

For \(J=2\), \(\tfrac12\cdot0-b^2=(-\tfrac12)(1)\), so \(b^2=\tfrac12\). Again the trace agrees: \(\tfrac12=-\tfrac12+1\).

In units of \(F_2\), and in the order (³P, singlet),

\[
H_0=\begin{pmatrix}-5-\chi&\sqrt2\,\chi\\ \sqrt2\,\chi&10\end{pmatrix},\qquad
H_2=\begin{pmatrix}-5+\chi/2&\chi/\sqrt2\\ \chi/\sqrt2&1\end{pmatrix},\qquad
E_1=-5-\frac\chi2 .
\]

The sign of an off-diagonal element depends on the phases of the basis states. Energies and weights contain its square. The \(J=1\) state is alone, so it is both ³P₁ and \((\tfrac12,\tfrac32)_1\) at every \(\chi\) and cannot distinguish the two schemes.

### (c) Energies and triplet weights

For a matrix with diagonal \(a,d\) and off-diagonal \(b\), let \(m=(a+d)/2\), \(\delta=(d-a)/2\) and \(R=\sqrt{\delta^2+b^2}\). The eigenvalues are \(m\pm R\). For the lower one, the first row of the eigenvalue equation reads \((R-\delta)x+by=0\). With \(b^2=(R-\delta)(R+\delta)\), the weight of the first basis state is

\[
\frac{x^2}{x^2+y^2}=\frac{b^2}{b^2+(R-\delta)^2}=\frac{R+\delta}{2R}=\frac12\Big(1+\frac\delta R\Big).
\]

For \(J=0\), \(\delta=(15+\chi)/2\):

\[
E_0^\pm=\frac{5-\chi}2\pm R_0,\quad R_0^2=\Big(\frac{15+\chi}2\Big)^2+2\chi^2,\quad
w_0^{LS}=\frac12\Big[1+\frac{15+\chi}{2R_0}\Big].
\]

For \(J=2\), \(\delta=3-\chi/4\):

\[
E_2^\pm=-2+\frac\chi4\pm R_2,\quad R_2^2=\Big(3-\frac\chi4\Big)^2+\frac{\chi^2}2,\quad
w_2^{LS}=\frac12\Big[1+\frac{3-\chi/4}{R_2}\Big].
\]

**Small \(\chi\).** The singlets lie 15 and 6 units above ³P, so second-order perturbation theory gives

\[
E_0^-\approx-5-\chi-\frac{2\chi^2}{15},\qquad E_2^-\approx-5+\frac\chi2-\frac{\chi^2}{12}.
\]

The interval ratio of the lowest three levels is then

\[
\rho=\frac{E_2^--E_1}{E_1-E_0^-}\approx\frac{\chi-\chi^2/12}{\chi/2+2\chi^2/15}\approx2\Big(1-\frac{7\chi}{20}\Big).
\]

The value 2 is the Landé interval rule. Both repulsions from the singlets reduce it: one lowers \(J=2\), the other lowers \(J=0\).

**Large \(\chi\).** Here \(R_0\to\tfrac32\chi\) and \(R_2\to\tfrac34\chi\), so \(w_0^{LS}\to\tfrac23\) and \(w_2^{LS}\to\tfrac13\). The Coulomb repulsion is now the perturbation. Its mean value in the lower \(J=0\) state is \(\tfrac23(-5)+\tfrac13(10)=0\), and in the lower \(J=2\) state \(\tfrac13(-5)+\tfrac23(1)=-1\). To this order

\[
E_0^-\approx-2\chi,\qquad E_1=-\frac\chi2-5,\qquad E_2^-\approx-\frac\chi2-1 .
\]

The levels \(J=1\) and \(J=2\) of \((\tfrac12,\tfrac32)\) stay \(4F_2\) apart while both recede from \((\tfrac12)^2\), so \(\rho\to0\). At \(\chi=40\) the full result for \(E_2^--E_1\) is 3.86, already near 4.

### (d) The boundary between the schemes

The jj weight of the lower state follows from the mean value of \(h\). For each of these \(J\), \(h\) has two eigenvalues, \(h_<\) and \(h_>\). If the weight on \(h_<\) is \(w^{jj}\), then \(\langle h\rangle=w^{jj}h_<+(1-w^{jj})h_>\), or

\[
w^{jj}=\frac{h_>-\langle h\rangle}{h_>-h_<}.
\]

Since \(H/F_2\) depends on \(\chi\) through \(\chi h\), the Hellmann–Feynman theorem gives \(\langle h\rangle=dE/d\chi\).

For \(J=0\), differentiating \(R_0^2\) gives \(2R_0R_0'=\tfrac{15+\chi}2+4\chi\), so \(R_0'=(15+9\chi)/(4R_0)\) and \(\langle h\rangle=-\tfrac12-R_0'\). With \(h_>=1\), \(h_<=-2\),

\[
w_0^{jj}=\frac13\Big(\frac32+\frac{15+9\chi}{4R_0}\Big)=\frac12\Big[1+\frac{5+3\chi}{2R_0}\Big].
\]

For \(J=2\), \(2R_2R_2'=-\tfrac12(3-\tfrac\chi4)+\chi=-\tfrac32+\tfrac98\chi\), and \(\langle h\rangle=\tfrac14-R_2'\). With \(h_>=1\), \(h_<=-\tfrac12\),

\[
w_2^{jj}=\frac23\Big(\frac34+R_2'\Big)=\frac12\Big[1+\frac{3\chi/4-1}{R_2}\Big].
\]

The differences are

\[
w_0^{LS}-w_0^{jj}=\frac{5-\chi}{2R_0},\qquad w_2^{LS}-w_2^{jj}=\frac{4-\chi}{2R_2}.
\]

Each changes sign once: at \(\chi=5\) for \(J=0\) and at \(\chi=4\) for \(J=2\). There \(R_0=\sqrt{150}\) and \(R_2=\sqrt{12}\), and the common weights are 0.908 and 0.789. The change is gradual, and a different criterion would put the boundary elsewhere.

Two features of the weights matter when they are read. First, the LS and jj limits are not orthogonal. At \(\chi=0\) the jj weights are already 2/3 and 1/3, so a jj weight of 0.67 in a \(J=0\) state is no sign of jj coupling. Second, the \(J=2\) state becomes an equal mixture of ³P and ¹D at \(\chi=12\), where the diagonal elements of \(H_2\) cross. By then it has long been closer to its jj limit.

Direct diagonalization in the 15 antisymmetric states, with the Coulomb elements obtained by angular quadrature, confirms the energies, both kinds of weight and the two boundaries.

### (e) Carbon to lead

Dividing \(\zeta\) by \(F_2\) and inserting \(\chi\) gives, for the lower states:

| Atom | \(\chi\) | \(w_0^{LS}\) | \(w_0^{jj}\) | \(w_2^{LS}\) | \(w_2^{jj}\) |
|---|---|---|---|---|---|
| C | 0.024 | 1.000 | 0.669 | 1.000 | 0.336 |
| Si | 0.12 | 1.000 | 0.678 | 1.000 | 0.347 |
| Ge | 0.74 | 0.996 | 0.727 | 0.992 | 0.422 |
| Sn | 1.9 | 0.976 | 0.803 | 0.940 | 0.576 |
| Pb | 6.4 | 0.881 | 0.932 | 0.647 | 0.902 |

Carbon and silicon are close to pure LS coupling. Germanium and tin are on the LS side with growing admixtures, and lead is on the jj side for both \(J\). From carbon to lead \(\zeta\) grows by a factor of about 165, while \(F_2\) falls by about 40%. The trend is therefore mainly one of spin-orbit strength.

The interval ratio \(\rho\) is more sensitive than the triplet weights. In the model it is 1.98, 1.92, 1.58, 1.14 and 0.47 along the series. Germanium is still 99% triplet in both lower states, yet its ratio is well below 2, because \(\rho\) changes at first order in \(\chi\) and the triplet weights at second order. For the lightest atom a measured ratio cannot be read this way. The magnetic spin-spin interaction, absent from \(H\), breaks the Landé rule within a pure ³P term, and in carbon it is not negligible beside the small \(\zeta\). With Hartree–Fock 2p orbitals it lowers \(\rho\) from 1.98 to 1.76 at \(\zeta=46.3\) cm⁻¹, and to 1.64 when \(\zeta\) is fitted to the measured \(J=2\) level. The measured ratio is about 1.65, although carbon remains close to pure LS coupling.

**Lead in detail.** Whole wavenumbers are kept so that the arithmetic can be followed; the model does not justify that precision. For \(J=0\) the diagonal elements are \(-5(1189)-7641=-13586\) and 11891 cm⁻¹ (from unrounded \(F_2\)), and the off-diagonal element is \(\sqrt2\,(7641)=10806\) cm⁻¹. Their mean is \(-848\) and half their difference is 12739, so

\[
E_0^\pm=-848\pm\sqrt{12739^2+10806^2}=-848\pm16704\ \text{cm}^{-1},
\]

that is, \(-17552\) and 15857 cm⁻¹, with 1 cm⁻¹ of rounding. For \(J=2\) the elements are \(-2125\), 1189 and 5403 cm⁻¹, and

\[
E_2^\pm=-468\pm\sqrt{1657^2+5403^2}=-468\pm5651\ \text{cm}^{-1},
\]

that is, \(-6119\) and 5183 cm⁻¹. Finally \(E_1=-5(1189)-\tfrac12(7641)=-9766\) cm⁻¹. Above the ground level, the excited levels lie at about 7800 (\(J=1\)), 11400 (\(J=2\)), 22700 (\(J=2\)) and 33400 cm⁻¹ (\(J=0\)). They form the jj pattern: one level, then a pair, then another pair. In the jj limit the gaps between these groups grow as \(\tfrac32\zeta\) while the splittings within the pairs stay of order \(F_2\). Here the splittings, about 3600 and 10700 cm⁻¹, are not small compared with the gaps, about 7800 and 11300 cm⁻¹, so lead is still some way from the jj limit. Its lower \(J=2\) state is 65% triplet and at the same time 90% \((\tfrac12,\tfrac32)\).

**How firm is the placement?** The parameters omit electron correlation, the Breit interaction and explicit spin-other-orbit terms, and local exchange leaves a self-interaction error. The effect shows in carbon: the computed lower \(J=2\) level is 70 cm⁻¹ above the ground level, whereas the measured one is roughly 40 cm⁻¹ above it. Which omission is responsible is not settled here. The placement of carbon is unaffected, since \(\chi\) would have to grow about 170-fold to reach 4.

Tin and lead are nearer to the boundaries. If \(F_2\) is reduced by 30%, as a sensitivity check on missing correlation, \(\chi\) becomes 2.7 for tin, which stays on the LS side, and 9.2 for lead. This change moves lead away from its boundaries, so it does not test lead. Within the model, what could move lead back is a smaller \(\chi\): a decrease of 22% brings it to the \(J=0\) boundary at 5, and a decrease of 38% to the \(J=2\) boundary at 4. In lead the assumption of one radial function is itself strained: the p₁/₂ density alone gives \(F_2=1354\) cm⁻¹ and the p₃/₂ density alone 1132 cm⁻¹. The corresponding \(\chi\), 5.6 and 6.8, both exceed 5. This varies \(F_2\) only; with two radial functions \(F^0\) also ceases to be a common shift, and that effect is not estimated here. A quantitative treatment of lead would use separate radial integrals for the two values of \(j\) and include other configurations. The full set of values is in the numerical output below.

## Calculated quantities

```
Coulomb terms 3P, 1D, 1S (units of F2): -5.000 1.000 10.000
largest scaled formula error (dimensionless): 1.1e-14
LS-jj boundary chi: J=0 5.0000, J=2 4.0000
purity at boundary: J=0 0.9082, J=2 0.7887
J=2 equal triplet-singlet mixture at chi = 12.0000
triplet weight of lower state at chi=1e5: J=0 0.6667, J=2 0.3334
Energies in units of F2: chi, J=0 low, high, J=1, J=2 low, high
   0    -5.000   10.000   -5.000   -5.000    1.000
   1    -6.124   10.124   -5.500   -4.589    1.089
   4   -10.557   11.557   -7.000   -4.464    2.464
   5   -12.247   12.247   -7.500   -4.695    3.195
  12   -25.185   18.185  -11.000   -7.485    9.485
  40   -80.399   45.399  -25.000  -21.138   37.138
Z=82 2p splitting, relative solver error: 4.2e-07
Ne 2p energy, solver difference: 4.4e-06 hartree
C zeta from potential gradient: 46.23 cm^-1
Atom, F2 (cm^-1), zeta (cm^-1), chi, chi with F2 cut 30%
 C    1960.1    46.27   0.0236   0.0337
 Si   1357.7   167.83   0.1236   0.1766
 Ge   1343.5   992.07   0.7384   1.0549
 Sn   1232.0  2360.47   1.9159   2.7371
 Pb   1189.1  7640.67   6.4255   9.1792
Lower-state weights: J=0 LS, jj, side; J=2 LS, jj, side
 C  1.0000 0.6688 LS; 1.0000 0.3360 LS
 Si 0.9999 0.6775 LS; 0.9998 0.3473 LS
 Ge 0.9957 0.7272 LS; 0.9916 0.4221 LS
 Sn 0.9762 0.8025 LS; 0.9404 0.5763 LS
 Pb 0.8813 0.9320 jj; 0.6466 0.9018 jj
Levels above lowest J=0 (cm^-1): J=1, J=2, J=2, J=0; ratio
 C       23.3      69.5   11807.0   29447.8   1.984
 Si      86.7     252.7    8318.6   20539.1   1.917
 Ge     588.7    1516.3    9210.4   21330.2   1.576
 Sn    1701.9    3642.3   10694.3   21883.9   1.140
 Pb    7785.9   11432.6   22735.0   33408.8   0.468
Pb F2 from p1/2, p3/2 alone: 1353.7, 1131.6 cm^-1
Pb J=0 matrix: -13586.3, 11891.3, off 10805.5 cm^-1
Pb J=2 matrix: -2125.3, 1189.1, off 5402.8 cm^-1
Pb J=1 energy: -9766.0 cm^-1
Pb J=0 eigenvalues: -17551.9, 15856.9 cm^-1
Pb J=2 eigenvalues: -6119.3, 5183.1 cm^-1
```
